\section*{Dipole and quadrupole subtraction for interpolating electron–phonon vertices in insulators, part 2}

An electron--phonon vertex computed on a coarse phonon grid is to be Fourier-interpolated. Any part not smooth at $\mathbf q=0$ and left in the data is lost near $\Gamma$. For an insulator, a first derivation, from the dielectric matrix, gave
\begin{align}g^{\kappa\alpha}_{mn}(\mathbf k,\mathbf q)={}&\bar g^{\kappa\alpha}_{mn}(\mathbf k,0)+\frac{4\pi}{\Omega}\,\frac{e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}}{\mathbf q\cdot\epsilon\cdot\mathbf q}\Big\{\big[i q_\beta Z_{\kappa,\beta\alpha}+\tfrac12 q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}\big]\delta_{mn}\nonumber\\
&-q_\beta Z_{\kappa,\beta\alpha}\,q_\gamma\,(A^\gamma+U^\gamma)_{mn}\Big\}+O(q).\label{main}\end{align}
Here $\bar g$ is analytic, $Z$ is the Born charge, $Q$ the dynamical quadrupole, $\epsilon$ the electronic dielectric tensor, $A^\gamma_{mn}=i\langle u_m|\partial_\gamma u_n\rangle$ the Berry connection, and $U$ the self-consistent potential change per unit field. Repeated Cartesian indices are summed.

The setting is static Kohn--Sham response in Hartree atomic units (electron charge $-1$), with crystal potential $V$ and short-ranged exchange-correlation kernel $f$. Atoms $\kappa$ at $\mathbf R_l+\boldsymbol\tau_\kappa$, in cells of volume $\Omega$, move along $\alpha$ by $\lambda e^{i\mathbf q\cdot\mathbf R_l}$. With $\mathbf K=\mathbf q+\mathbf G$, screened perturbation $\delta V$ and periodic Bloch parts $u$,
\begin{equation}g^{\kappa\alpha}_{mn}=\sum_{\mathbf G}\delta V^{\kappa\alpha}_{\mathbf G}(\mathbf q)\,\langle u_{m,\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k}\rangle .\label{def}\end{equation}
The interaction kernel is $\bar K+(4\pi/q^2)e_0e_0^T$, with $e_0$ the unit vector of $\mathbf G=0$. With independent-electron response $\chi^0$, $L=(1-\bar K\chi^0)^{-1}$ and $\bar\chi=\chi^0L$,
\begin{equation}\delta V=\delta\bar V+\phi\,Le_0,\qquad \phi=-\frac{4\pi\bar\rho}{q^2-4\pi\bar\chi_{00}} .\label{exact}\end{equation}
Here $\delta\bar V$ and the charge $\bar\rho$ are taken at zero macroscopic potential $\phi$. With $\chi^0_{\mathbf G0}=q_\gamma W^\gamma_{\mathbf G}+\dots$ and $\chi^0_{00}=q_\beta q_\gamma h_{\beta\gamma}+\dots$,
\begin{equation}Le_0=e_0+iq_\gamma U^\gamma+O(q^2),\qquad iU^\gamma=L(0)\bar K(0)W^\gamma .\label{U}\end{equation}
\begin{equation}q^2-4\pi\bar\chi_{00}=\mathbf q\cdot\epsilon\cdot\mathbf q+O(q^4),\qquad \epsilon_{\beta\gamma}=\delta_{\beta\gamma}-4\pi\big(h_{\beta\gamma}+W^{\beta\dagger}iU^\gamma\big).\label{eps}\end{equation}
\begin{equation}\Omega\bar\rho\,e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}=-iq_\beta Z_{\kappa,\beta\alpha}-\tfrac12q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}+O(q^3),\label{mom}\end{equation}
\begin{equation}Z_{\kappa,\beta\alpha}=z_\kappa\delta_{\beta\alpha}-i\Omega\,W^{\beta\dagger}\delta\bar V^{\kappa\alpha}(0).\label{Z}\end{equation}
\begin{equation}\sum_\kappa Z_{\kappa,xx}=\sum_\kappa z_\kappa-\frac{4}{N_k}\sum_{\mathbf kvc}\frac{|p^x_{vc}|^2}{\varepsilon_c-\varepsilon_v}=\frac{2}{N_k}\sum_{\mathbf kv}\frac{\partial^2\varepsilon_{v\mathbf k}}{\partial k_x^2}.\label{asr}\end{equation}
Here $z_\kappa$ are ionic charges, $v,c$ valence and conduction bands of energy $\varepsilon$, $N_k$ the number of $\mathbf k$ points, and $p^x$ the matrix elements of $\partial H_{\mathbf k}/\partial k_x$. The last expression vanishes for an exact zone integral.

\section{Second derivation: multipoles in a dielectric}

\subsection{The vertex as a lattice sum}

Let $w_{n\mathbf R}$ be exponentially localized Wannier functions, $\psi_{n\mathbf k}=\mathcal N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}w_{n\mathbf R}$ for $\mathcal N$ cells, and let $\delta V_{\mathbf R_p}(\mathbf r)$ be the screened potential of the single atom $\kappa$ of cell $\mathbf R_p$ displaced along $\alpha$. The vertex is $\langle\psi_{m,\mathbf k+\mathbf q}|\sum_{\mathbf R_p}e^{i\mathbf q\cdot\mathbf R_p}\delta V_{\mathbf R_p}|\psi_{n\mathbf k}\rangle$. Measuring all cells from that of the bra function removes one sum and the factor $1/\mathcal N$:
\begin{equation}
g=\sum_{\mathbf R_p}e^{i\mathbf q\cdot\mathbf R_p}\sum_{\mathbf R_e}e^{i\mathbf k\cdot\mathbf R_e}\langle w_{m0}|\delta V_{\mathbf R_p}|w_{n\mathbf R_e}\rangle .
\label{wannier}
\end{equation}
The sum over $\mathbf R_e$ converges exponentially. Terms that decay exponentially in $\mathbf R_p$ add up to an analytic function of $\mathbf q$, so the non-analytic part of $g$ is fixed by the power-law tail in $\mathbf R_p$.

\subsection{The potential far from a displaced atom}

Far from the atom the electrostatic potential separates into a slowly varying macroscopic part $\Phi$ and a rapidly varying part. Three physical assumptions are made. First, the displaced atom acts as a localized source $\bar\rho(\mathbf s)$ with zero charge, dipole $Z$ and second moment $Q$, defined at zero macroscopic field. Second, the crystal answers the macroscopic field $\mathbf E=-\nabla\Phi$ with a polarization that has a gradient expansion, $P_\beta=\chi_{\beta\gamma}E_\gamma+\chi_{\beta\gamma\delta}\,\partial_\delta E_\gamma+\dots$. Third, the microscopic self-consistent potential follows the local field, adding $\mathbf E(\mathbf r)\cdot\mathbf U(\mathbf r)$ with $\mathbf U$ the lattice-periodic response to a uniform field, up to gradients of $\mathbf E$.

Gauss's law is $\nabla\cdot\mathbf E=4\pi(\bar\rho-\nabla\cdot\mathbf P)$. With $\tilde F(\mathbf K)=\int F e^{-i\mathbf K\cdot\mathbf s}d^3s$ and $\tilde{\mathbf E}=-i\mathbf K\tilde\Phi$ it becomes
\begin{equation}
\big[K^2+4\pi K_\beta\chi_{\beta\gamma}K_\gamma+4\pi iK_\beta K_\gamma K_\delta\chi_{\beta\gamma\delta}+\dots\big]\tilde\Phi=4\pi\tilde{\bar\rho}.
\end{equation}
Reciprocity of a static response, $\chi_{\beta\gamma}(\mathbf K)=\chi_{\gamma\beta}(-\mathbf K)$, makes the coefficient linear in $\mathbf K$ antisymmetric in $\beta\gamma$, and its contraction with the symmetric $K_\beta K_\gamma$ vanishes. With $\epsilon=1+4\pi\chi$,
\begin{equation}
\tilde\Phi(\mathbf K)=\frac{4\pi\,[-iK_\beta Z_{\beta\alpha}-\tfrac12K_\beta K_\gamma Q^{\beta\gamma}_\alpha+\dots]}{\mathbf K\cdot\epsilon\cdot\mathbf K}.
\label{Phi}
\end{equation}
The inverse transform of $4\pi/(\mathbf K\cdot\epsilon\cdot\mathbf K)$ follows from the substitution $\mathbf K'=\epsilon^{1/2}\mathbf K$, which gives $d^3K=d^3K'/\sqrt{\det\epsilon}$ and $\mathbf K\cdot\mathbf s=\mathbf K'\cdot\epsilon^{-1/2}\mathbf s$, and from $4\pi/K'^2\leftrightarrow1/s'$: it is $\mathcal G(\mathbf s)=[\det\epsilon\;\mathbf s\cdot\epsilon^{-1}\cdot\mathbf s]^{-1/2}$. Replacing $iK_\beta$ by $\partial_\beta$, and $-K_\beta K_\gamma$ by $\partial_\beta\partial_\gamma$,
\begin{equation}
\Phi(\mathbf s)=-Z_{\beta\alpha}\,\partial_\beta\mathcal G+\tfrac12Q^{\beta\gamma}_\alpha\,\partial_\beta\partial_\gamma\mathcal G+O(s^{-4}).
\end{equation}
The dipole falls as $s^{-2}$ and the quadrupole as $s^{-3}$. The number of lattice sites in a shell grows as $s^2ds$, so neither tail is absolutely summable in \eqref{wannier}; a crystal with $Z=0$ still has the second whenever $Q$ has a part not proportional to $\epsilon$.

\subsection{What the Wannier functions feel}

The electron energy is $-\Phi+\mathbf E\cdot\mathbf U=-\Phi-\mathbf U\cdot\nabla\Phi$. The Wannier pair lives near $\mathbf r=0$, at distance $\mathbf X=-\mathbf R_p-\boldsymbol\tau_\kappa$ from the atom, so $\Phi(\mathbf X+\mathbf r)=\Phi(\mathbf X)+\mathbf r\cdot\nabla\Phi(\mathbf X)+\dots$ and
\begin{equation}
\delta V_{\mathbf R_p}(\mathbf r)=-\Phi(\mathbf X)-[\mathbf r+\mathbf U(\mathbf r)]\cdot\nabla\Phi(\mathbf X)+O(\nabla\nabla\Phi).
\end{equation}
Three sums over $\mathbf R_e$ are needed. Orthonormality gives $\delta_{mn}$ for the constant. For the periodic $\mathbf U$, equation \eqref{wannier} at $\mathbf q=0$ shows that the sum is the Bloch element $\mathbf U_{mn}(\mathbf k)$. For $\mathbf r$, write $u_{n\mathbf k}=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}w_{n\mathbf R}$, so that $i\nabla_{\mathbf k}u_{n\mathbf k}=\sum_{\mathbf R}(\mathbf r-\mathbf R)e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}w_{n\mathbf R}$. Multiplying by $u^*_{m\mathbf k}$, integrating over a cell and using the sum over the bra cell to extend the integral to all space,
\begin{equation}
\mathbf A_{mn}(\mathbf k)=\sum_{\mathbf R_e}e^{i\mathbf k\cdot\mathbf R_e}\langle w_{m0}|\mathbf r-\mathbf R_e|w_{n\mathbf R_e}\rangle=\sum_{\mathbf R_e}e^{i\mathbf k\cdot\mathbf R_e}\langle w_{m0}|\mathbf r|w_{n\mathbf R_e}\rangle ,
\end{equation}
since the term in $\mathbf R_e$ carries the overlap $\delta_{\mathbf R_e0}\delta_{mn}$. The tail of the summand in \eqref{wannier} is thus
\begin{equation}
F_{mn}(\mathbf X)=-\Phi(\mathbf X)\,\delta_{mn}-(\mathbf A+\mathbf U)_{mn}\cdot\nabla\Phi(\mathbf X)+O(X^{-4}),
\end{equation}
the energy of a charge $-\delta_{mn}$ and a dipole $-(\mathbf A+\mathbf U)_{mn}$ in the potential $\Phi$. The part $\mathbf A$ is the bare dipole of the pair density. The part $\mathbf U$ is the dipole of the cloud that the pair density induces, because $\int n_{mn}\bar K\bar\chi\,\mathbf r=\int\mathbf r\,\bar\chi\bar K n_{mn}$ for symmetric kernels. The gradient of the dipole potential falls as $X^{-3}$, like the quadrupole potential, which is why $ZA$ and $ZU$ cannot be separated from $Q$ by order.

\subsection{The lattice sum}

Smooth $F$ at short distance, which changes $g$ by an analytic function, and set $\mathbf R=-\mathbf R_p$. Poisson summation, $\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)=\Omega^{-1}\sum_{\mathbf G}e^{-i\mathbf G\cdot\mathbf r}$, gives
\begin{equation}
\sum_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}F(\mathbf R-\boldsymbol\tau_\kappa)=\frac1\Omega\sum_{\mathbf G}e^{-i\mathbf K\cdot\boldsymbol\tau_\kappa}\tilde F(\mathbf K),\qquad
\tilde F=-\tilde\Phi\,[\delta_{mn}+i\mathbf K\cdot(\mathbf A+\mathbf U)_{mn}].
\label{poisson}
\end{equation}
$\tilde F$ is singular only at $\mathbf K=0$, so the terms with $\mathbf G\ne0$ are analytic near $\mathbf q=0$. The term $\mathbf G=0$, with \eqref{Phi}, is $4\pi e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}/(\Omega\,\mathbf q\cdot\epsilon\cdot\mathbf q)$ times $[iq_\beta Z+\tfrac12q_\beta q_\gamma Q][\delta_{mn}+i\mathbf q\cdot(\mathbf A+\mathbf U)]$, and multiplying out to order $q^2$ gives the braces of \eqref{main}. The neglected $X^{-4}$ terms (octupole of the source, product of $Q$ with $\mathbf A+\mathbf U$, second moments of the pair density, field-gradient response, quartic term of the dielectric function) have transforms homogeneous of degree one in $\mathbf K$ and form the non-analytic $O(q)$ remainder.

The result does not depend on the origin. Moving it by $\mathbf t$ sends $\boldsymbol\tau\to\boldsymbol\tau-\mathbf t$ and $\mathbf A\to\mathbf A-\mathbf t\,\delta_{mn}$. The phase gains a factor $1+i\mathbf q\cdot\mathbf t$, which turns $iq_\beta Z$ into an extra $-(q_\beta Z)(\mathbf q\cdot\mathbf t)$, and the $A$ term gains $+(q_\beta Z)(\mathbf q\cdot\mathbf t)$. Dropping $A$ while keeping $e^{-i\mathbf q\cdot\boldsymbol\tau}$ makes the order $q^0$ of a polar crystal depend on the origin.

\section{What each derivation assumes}

The first derivation works inside one theory, Kohn--Sham linear response, and there proves what the second assumes. Localization of the source and the gradient expansions of $\mathbf P$ and of the local-field potential are the analyticity of $\bar\rho$, $\bar\chi_{00}$ and $Le_0$, which followed from the gap, the short range of $f$ and the invertibility of $1-\bar K\chi^0$. It supplies computable formulas, \eqref{U}, \eqref{eps}, \eqref{mom} and \eqref{Z}. Its explicit expressions rest on a local potential; a nonlocal pseudopotential changes $\partial H_{\mathbf k}/\partial\mathbf k$ and adds matrix elements that \eqref{def} does not contain, and that case is not derived here. A kernel with a long-ranged part, $f_{00}\propto1/q^2$, violates the split and would have to be moved into the singular term.

The second derivation uses no band sums and no particular functional for $Z$, $Q$ and $\epsilon$, only Gauss's law, locality and reciprocity. It needs exponentially localized Wannier functions where the first needs only a gauge twice continuously differentiable near $\mathbf k$. It shows directly the quantity that the interpolation truncates, the tail in $\mathbf R_p$. It cannot compute the coefficients and it leaves the analytic part undetermined. In particular a piece $Q^{\beta\gamma}\propto\epsilon_{\beta\gamma}$ gives a constant in \eqref{main} and a contact term with no tail in real space. Only the first derivation shows that such a constant is added to the value $\bar g(0)$ stored at $\Gamma$, so that it too is a discontinuity of the grid data. At the $T_d$ sites of silicon and zincblende this piece is absent, as the symmetry argument for silicon shows; a tetrahedrally coordinated site of lower symmetry, as in wurtzite, can have it.

The absence of a cubic term in the denominator has the same root in both, the symmetry of a static response function. Both fail without a gap. In a metal $\bar\chi_{00}\to-\kappa^2/4\pi$ is finite, the denominator of \eqref{exact} becomes $q^2+\kappa^2$, and in a Thomas--Fermi model $\phi$ is analytic, so there is no singular term to subtract, though the grid must still resolve the scale $\kappa$. In the static response used here the $\phi$ of a lightly doped semiconductor is likewise analytic near $\mathbf q=0$, but it varies on a scale, set by the carrier density, that may be far below the grid step. At zero temperature it also keeps a weaker singularity at $q=2k_F$ (for a parabolic band of Fermi wave vector $k_F$, a logarithmically divergent slope), which the Thomas--Fermi model lacks. At a finite phonon frequency $\omega$ carriers of Fermi velocity $v_F$ do not screen statically once $q$ falls below about $\omega/v_F$, so this conclusion does not carry over to optical modes as $q\to0$. Both are static in the electronic response, which requires phonon energies small against the gap, and both are three-dimensional, through the kernel $4\pi/q^2$.

\section{Silicon}

\subsection{Symmetry}

Put the origin at a bond centre, $\boldsymbol\tau_{1,2}=\pm\frac a8(1,1,1)$. Inversion carries atom 1 displaced along $+\alpha$ into atom 2 displaced along $-\alpha$, so $\bar\rho_{2\alpha}(\mathbf s)=-\bar\rho_{1\alpha}(-\mathbf s)$. First moments pick up two signs and second moments one: $Z_2=Z_1$, $Q_2=-Q_1$. With \eqref{asr}, $Z=0$ for an exact zone integral, while nothing forces $Q$ to vanish. The site group $T_d$ has twofold axes along $x,y,z$, each reversing two coordinates. A component of the third-rank tensor with $n_x,n_y,n_z$ indices of each kind survives only if $n_x+n_y$, $n_y+n_z$ and $n_x+n_z$ are even; the three numbers then share one parity, and their sum 3 forces $(1,1,1)$. The threefold axis and the symmetry in $\beta\gamma$ make the survivors equal, $Q^{\beta\gamma}_{\kappa\alpha}=Q_\kappa|\varepsilon_{\alpha\beta\gamma}|$, so $\tfrac12q_\beta q_\gamma Q^{\beta\gamma}_{\kappa x}=Q_\kappa q_yq_z$.

For the optical pattern $g_\alpha^{\rm opt}=e^{i\mathbf q\cdot\boldsymbol\tau_1}g^{1\alpha}-e^{i\mathbf q\cdot\boldsymbol\tau_2}g^{2\alpha}$ every term of \eqref{main} containing $Z$ is multiplied by $Z_1-Z_2=0$, even when a numerical residue makes $Z$ itself nonzero, and
\begin{equation}
\mathbf g^{\rm opt}(\mathbf q\to0)-\bar{\mathbf g}^{\rm opt}(0)=C\,(\hat q_y\hat q_z,\ \hat q_x\hat q_z,\ \hat q_x\hat q_y),\qquad C=\frac{4\pi(Q_1-Q_2)}{\Omega\epsilon}.
\label{si}
\end{equation}
The limit is zero along $[100]$, transverse along $[011]$ and longitudinal along $[111]$. For a rigid (acoustic) pattern with $Z=0$, the relation $Q_1+Q_2=0$ removes the direction-dependent term of order $q^0$, while the analytic part $-\partial_\alpha V$ still couples different bands; by order counting $Q$ re-enters at $O(q)$, through an optical admixture of order $q$ in the acoustic eigenvector, alongside the octupole and the short-range term.

For a nondegenerate state at $\mathbf k=(k,0,0)$, $\bar{\mathbf g}^{\rm opt}_{nn}(0)=0$. The density $|\psi|^2$ is invariant under operations that preserve $\mathbf k$. The twofold $x$ axis through an atom reverses the $y$ and $z$ patterns. The twofold $y$ axis followed by inversion acts on vectors as $(x,y,z)\to(x,-y,z)$ and exchanges the sublattices, so it reverses the optical $x$ pattern. An odd potential has zero average in an even density. On the conduction band along $\Delta$, \eqref{si} is the entire intraband optical vertex at $q\to0$.

The multipole derivation has reproduced \eqref{main}, and symmetry has reduced the direction-dependent optical vertex of silicon to \eqref{si}, with a single constant $C$. What remains is to test these results numerically in silicon and a polar model, and to determine the interpolation error with and without the subtractions.
